# Shubnikov-de Haas Oscillations from the Kubo-Greenwood Formula and Poisson Summation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the velocity trace to an oscillating conductivity

A thin sheet of electrons is cooled to about one kelvin, and a magnetic field is applied perpendicular to it. As the field is raised, the longitudinal conductivity does not merely fall in the smooth way expected for charges bent into circles. By the time the spacing of the cyclotron levels is several times their disorder width and about ten times \(kT\), it also oscillates visibly, with a period that is regular in \(1/B\). Measured relative to the smooth background, the oscillation fades when the sample is warmed or made more disordered. What sets the period, and how much of the fading is due to disorder and how much to temperature?

The model is a two-dimensional gas of independent electrons with charge \(-e\), band mass \(m\) and energy \(E_k=\hbar^2k^2/2m\). Each orbital state holds two spins of equal energy, so Zeeman splitting is neglected. The chemical potential \(\mu\) is held fixed. Disorder enters through a lifetime \(\tau\). The quantity calculated is the conductivity \(\sigma_{xx}\), not the resistivity.

### The response formula

Apply a weak uniform electric field \(\mathcal E\cos\omega t\) along \(x\). It can be written as \(-\partial_t a\) with the vector potential \(a=-(\mathcal E/\omega)\sin\omega t\). The kinetic energy of a charge \(-e\) contains \((\mathbf p+e\mathbf A)^2/2m\), so the term linear in \(a\) is

\[
H'(t)=e\,v_x a(t)=-\frac{e\mathcal E}{\omega}\,v_x\sin\omega t .
\]

The term quadratic in \(a\) is a number for each electron. The power it delivers is proportional to \(a\,\partial_t a\), which averages to zero over a cycle.

Since \(\sin\omega t\) is a difference of two exponentials divided by \(2i\), the part of \(H'\) that raises the energy by \(\hbar\omega\) has matrix elements of size \((e\mathcal E/2\omega)|v_{ji}|\), where \(v_{ji}=\langle j|v_x|i\rangle\). Fermi's golden rule, with emission subtracted from absorption, gives the absorbed power

\[
P=\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2\mathcal E^2}{4\omega^2}
\sum_{ij}|v_{ji}|^2(f_i-f_j)\,\delta(E_j-E_i-\hbar\omega),
\]

with \(f\) the Fermi function. Ohmic heating in an area \(\mathcal A\) is \(P=\mathcal A\,\sigma_{xx}\mathcal E^2/2\). Equating the two and solving for the conductivity,

\[
\sigma_{xx}=\frac{\pi e^2}{\omega\mathcal A}\sum_{ij}|v_{ji}|^2(f_i-f_j)\,\delta(E_j-E_i-\hbar\omega).
\]

For \(\omega\to0\), \((f_i-f_j)/\omega\to\hbar(-f'(E_i))\). Inserting \(\int dE\,\delta(E-E_i)=1\) turns the double sum into a trace:

\[
\sigma_{xx}=\int dE\,(-f'(E))\,\sigma(E),\qquad
\sigma(E)=\frac{\pi\hbar e^2}{\mathcal A}\,\mathrm{Tr}\,[v_x\,\delta(E-H)\,v_x\,\delta(E-H)].
\]

This is the Kubo-Greenwood formula. In a disordered sample the trace has to be averaged over scatterer positions. The approximation made here is to average each delta function separately, that is, to leave out vertex corrections. The averaged delta function in a state of energy \(E_\alpha\) is taken to be a Lorentzian,

\[
A_\alpha(E)=\frac{\Gamma/\pi}{(E-E_\alpha)^2+\Gamma^2},\qquad \Gamma=\frac{\hbar}{2\tau},
\]

with \(\Gamma\) independent of energy. A half-width \(\Gamma\) corresponds to an amplitude decaying as \(e^{-\Gamma t/\hbar}=e^{-t/2\tau}\), hence to a probability decaying as \(e^{-t/\tau}\). A width that varies with energy is treated near the end.

### Simple case: no magnetic field

Without a field, \(v_x\) is diagonal in \(\mathbf k\). The directional average of \(v_x^2\) is \(v^2/2=E_k/m\), and the density of states per area and spin is \(m/2\pi\hbar^2\). With two spins,

\[
\sigma(E)=2\pi\hbar e^2\,\frac{m}{2\pi\hbar^2}\int_0^\infty dE'\,\frac{E'}{m}\,A^2
=\frac{e^2}{\hbar}\int_0^\infty dE'\,E'\,\frac{\Gamma^2/\pi^2}{[(E-E')^2+\Gamma^2]^2}.
\]

For \(E\gg\Gamma\) the lower limit can be moved to \(-\infty\). Write \(E'=E+u\). The part odd in \(u\) vanishes, and \(\int du\,(u^2+\Gamma^2)^{-2}=\pi/2\Gamma^3\). Therefore

\[
\sigma(E)=\frac{e^2}{\hbar}\,\frac{E}{2\pi\Gamma}=\frac{e^2E\tau}{\pi\hbar^2}\equiv\sigma_0(E).
\]

The zero-temperature density of a gas filled up to \(E\) is \(n=mE/\pi\hbar^2\), so \(\sigma_0=ne^2\tau/m\), the Drude value.

Moving the limit added a small negative piece. With \(E'=-y\) and \(\Gamma\) dropped in the denominator, its integral is

\[
-\frac{\Gamma^2}{\pi^2}\int_0^\infty\frac{y\,dy}{(y+E)^4}=-\frac{\Gamma^2}{6\pi^2E^2}.
\]

The true integral is therefore larger than the Drude value by the relative amount \(\Gamma^3/(3\pi E^3)\). The same correction will reappear with the field on.

### With a field: Landau levels

Choose \(\mathbf A=(0,Bx)\). For a plane wave \(e^{iky}\) the Hamiltonian is

\[
H=\frac{p_x^2}{2m}+\frac{(\hbar k+eBx)^2}{2m}
=\frac{p_x^2}{2m}+\frac{m\omega_c^2}{2}\Big(x+\frac{\hbar k}{eB}\Big)^2,\qquad \omega_c=\frac{eB}{m}.
\]

This is an oscillator with energies \(E_n=\hbar\omega_c(n+\tfrac12)\), \(n=0,1,2,\dots\), whatever the value of \(k\). The allowed \(k\) are spaced by \(2\pi/L_y\), and the oscillator centre must lie within the length \(L_x\), so \(k\) covers a range \(eBL_x/\hbar\). The number of states per level, area and spin is

\[
\frac{1}{L_xL_y}\,\frac{eBL_x}{\hbar}\,\frac{L_y}{2\pi}=\frac{eB}{h}.
\]

In this gauge \(v_x=p_x/m\), which conserves \(k\). With the ladder operators, \(p_x=i\sqrt{m\hbar\omega_c/2}\,(b^\dagger-b)\), so the velocity connects neighbouring levels alone:

\[
|\langle n+1|v_x|n\rangle|^2=\frac{\hbar\omega_c}{2m}(n+1).
\]

Measure energies in units of the level spacing:

\[
\varepsilon=\frac{E}{\hbar\omega_c},\qquad
\gamma=\frac{\Gamma}{\hbar\omega_c}=\frac{1}{2\omega_c\tau},\qquad
x_n=\varepsilon-n-\tfrac12,\qquad
L_n=\frac{\gamma/\pi}{x_n^2+\gamma^2}.
\]

Then \(A_n=L_n/\hbar\omega_c\). The pairs \((n,n+1)\) and \((n+1,n)\) contribute equally to the trace, which gives a factor 2:

\[
\sigma(E)=2\pi\hbar e^2\,\frac{eB}{h}\;2\sum_{n\ge0}\frac{\hbar\omega_c}{2m}(n+1)\frac{L_nL_{n+1}}{(\hbar\omega_c)^2}.
\]

Using \(h=2\pi\hbar\) and \(eB=m\omega_c\), the constants collapse to

\[
\sigma(E)=\frac{e^2}{\hbar}\,S,\qquad S=\sum_{n\ge0}(n+1)L_nL_{n+1}.
\]

A current along \(x\) thus needs two neighbouring levels to be present at the same energy, and it is the broadening that makes them overlap.

### The sum reduces to the density of states

The product of two Lorentzians can be separated. With \(x=x_n\) and \(x_{n+1}=x-1\), the claim is

\[
\frac{1}{(x^2+\gamma^2)[(x-1)^2+\gamma^2]}
=\frac{1}{1+4\gamma^2}\left[\frac{1+2x}{x^2+\gamma^2}+\frac{1-2(x-1)}{(x-1)^2+\gamma^2}\right].
\]

To verify it, put the bracket over the common denominator. Its numerator is

\[
(1+2x)[(x-1)^2+\gamma^2]+(3-2x)(x^2+\gamma^2).
\]

The terms without \(\gamma\) are \((2x^3-3x^2+1)+(3x^2-2x^3)=1\), and those with \(\gamma^2\) are \((1+2x+3-2x)\gamma^2=4\gamma^2\). The sum cancels the prefactor.

Now define \(\alpha_n=(1+2x_n)/(x_n^2+\gamma^2)\) and \(\beta_n=(1-2x_n)/(x_n^2+\gamma^2)\). Up to a cutoff \(N\), shifting the index in the second part gives

\[
\sum_{n=0}^{N}(n+1)(\alpha_n+\beta_{n+1})
=\sum_{n=0}^{N}\big[(n+1)\alpha_n+n\beta_n\big]+(N+1)\beta_{N+1}.
\]

The numerator in the square bracket simplifies because \(x_n\) contains \(-n\):

\[
(n+1)(1+2x_n)+n(1-2x_n)=2n+1+2x_n=2\varepsilon .
\]

The last term does not vanish for large \(N\). There \(x_{N+1}\approx-N\), so \(\beta_{N+1}\approx2/N\) and the term tends to 2. Restoring the factor \(\gamma^2/\pi^2\) and writing \(D=\sum_{n\ge0}L_n\),

\[
S=\frac{\gamma^2}{\pi^2}\,\frac{1}{1+4\gamma^2}\left[2\varepsilon\,\frac{\pi}{\gamma}D+2\right]
=\frac{2\gamma}{\pi(1+4\gamma^2)}\left[\varepsilon D+\frac{\gamma}{\pi}\right].
\]

No approximation was made in this step. \(D\) is the density of states divided by its zero-field value, because one level per spacing \(\hbar\omega_c\) corresponds to \(D=1\).

The prefactor has the Drude form. With \(2\gamma=1/\omega_c\tau\) and \(\varepsilon\omega_c=E/\hbar\),

\[
\frac{e^2}{\hbar}\,\frac{2\gamma\varepsilon}{\pi(1+4\gamma^2)}
=\frac{e^2}{\pi\hbar}\,\frac{\varepsilon\,\omega_c\tau}{1+\omega_c^2\tau^2}
=\frac{\sigma_0(E)}{1+\omega_c^2\tau^2}\equiv\sigma_{\rm cl}(E),
\]

\[
\sigma(E)=\sigma_{\rm cl}(E)\left[D(E)+\frac{\gamma}{\pi\varepsilon}\right].
\]

**Limit of sharp levels.** Let \(\gamma\to0\) with the energy at the centre of level \(n\), so that \(x_n=0\). The original sum has \(L_n=1/\pi\gamma\) and \(L_{n\pm1}\approx\gamma/\pi\), hence \(S\to[(n+1)+n]/\pi^2=2\varepsilon/\pi^2\). The reduced formula has \(D\to1/\pi\gamma\) and gives \((2\gamma\varepsilon/\pi)(1/\pi\gamma)=2\varepsilon/\pi^2\). They agree. The peak value does not depend on \(\tau\): a narrower level is taller at its centre, while the tail of its neighbour is weaker there by the same factor.

### Poisson summation and the Dingle factor

The comb \(\sum_{n\in\mathbb Z}\delta(x-n-\tfrac12)\) has period 1. Its Fourier coefficients are \(\int_0^1dx\,\delta(x-\tfrac12)e^{-2\pi isx}=(-1)^s\). Multiplying the Fourier series of the comb by a smooth function \(F\) and integrating gives the Poisson formula

\[
\sum_{n\in\mathbb Z}F(n+\tfrac12)=\sum_{s\in\mathbb Z}(-1)^s\int_{-\infty}^{\infty}dx\,F(x)\,e^{2\pi isx}.
\]

Here \(F(x)=(\gamma/\pi)/[(\varepsilon-x)^2+\gamma^2]\). Substituting \(u=\varepsilon-x\) leaves \(e^{2\pi is\varepsilon}\) times the transform of a Lorentzian. For \(s>0\) the contour closes in the lower half-plane around \(u=-i\gamma\), clockwise:

\[
\int du\,\frac{\gamma/\pi}{(u-i\gamma)(u+i\gamma)}\,e^{-2\pi isu}
=-2\pi i\,\frac{\gamma/\pi}{-2i\gamma}\,e^{-2\pi s\gamma}=e^{-2\pi s\gamma}.
\]

Negative \(s\) gives the complex conjugate term. Since \(2\pi\gamma=\pi/\omega_c\tau\), the sum over all integers is

\[
D_{\mathbb Z}=1+2\sum_{s\ge1}(-1)^s e^{-\pi s/\omega_c\tau}\cos(2\pi s\varepsilon).
\]

The exponential is the Dingle factor. The orbital period is \(T_c=2\pi/\omega_c\), so \(e^{-\pi s/\omega_c\tau}=e^{-sT_c/2\tau}\), which is the amplitude for surviving \(s\) turns without scattering. The sign \((-1)^s\) comes from the \(\tfrac12\) in the level energies.

### The levels that do not exist

The physical sum has \(n\ge0\), so \(D=D_{\mathbb Z}-R\). Renumbering the absent levels,

\[
R=\sum_{k\ge0}g(k+\tfrac12),\qquad g(x)=\frac{\gamma/\pi}{(\varepsilon+x)^2+\gamma^2}.
\]

On a unit cell, Taylor expansion about the midpoint gives \(\int_k^{k+1}g\,dx\approx g(k+\tfrac12)+g''(k+\tfrac12)/24\). Summing over cells, and replacing the sum of \(g''\) by its integral \(-g'(0)\), yields \(R\approx\int_0^\infty g\,dx+g'(0)/24\). For \(\varepsilon\gg1,\gamma\) this is

\[
R\approx\frac1\pi\arctan\frac{\gamma}{\varepsilon}-\frac{\gamma}{12\pi\varepsilon^3}
\approx\frac{\gamma}{\pi\varepsilon}-\frac{\gamma^3}{3\pi\varepsilon^3}-\frac{\gamma}{12\pi\varepsilon^3}.
\]

Its first term cancels the boundary term \(\gamma/\pi\varepsilon\) in the conductivity. What remains is

\[
\frac{\sigma(E)}{\sigma_{\rm cl}(E)}=D_{\mathbb Z}+\frac{\gamma(1+4\gamma^2)}{12\pi\varepsilon^3}+\dots
\]

**Limit of weak field.** As \(B\to0\), \(\gamma\) grows and the remainder becomes \(\gamma^3/3\pi\varepsilon^3=\Gamma^3/3\pi E^3\), the correction found without a field. The oscillating terms vanish as \(e^{-\pi/\omega_c\tau}\), faster than any power of \(B\), so an expansion in powers of \(B\) misses them. At \(\varepsilon=5.3\), \(\gamma=0.3\) the explicit level sum leaves a remainder of \(7.17\times10^{-5}\), against \(7.27\times10^{-5}\) from the formula.

## Second half: temperature, a worked case, and an oscillating width

The symbols carried over are the cyclotron frequency \(\omega_c=eB/m\), the lifetime \(\tau\), the half-width \(\Gamma=\hbar/2\tau\), and the reduced quantities \(\varepsilon=E/\hbar\omega_c\) and \(\gamma=\Gamma/\hbar\omega_c=1/(2\omega_c\tau)\). For a constant width, and up to a relative remainder of order \(\varepsilon^{-3}\), the conductivity at energy \(E\) is

\[
\sigma(E)=\sigma_{\rm cl}(E)\Big[1+2\sum_{s\ge1}(-1)^se^{-\pi s/\omega_c\tau}\cos(2\pi s\varepsilon)\Big],\qquad
\sigma_{\rm cl}(E)=\frac{\sigma_0(E)}{1+\omega_c^2\tau^2},
\]

with \(\sigma_0(E)=e^2E\tau/\pi\hbar^2\). The measured conductivity is \(\sigma_{xx}=\int dE\,(-f'(E))\sigma(E)\). From here on, \(\sigma_0\) and \(\sigma_{\rm cl}\) without an argument are taken at \(E=\mu\), and \(n=m\mu/\pi\hbar^2\).

### Thermal averaging of one harmonic

Write \(E=\mu+u\). The weight is

\[
-f'=\frac{1}{4kT\cosh^2(u/2kT)} ,
\]

which is even in \(u\). The required integral is therefore

\[
R(a)=\int_{-\infty}^{\infty}du\,(-f')\,e^{iau}
=\int_{-\infty}^{\infty}dt\,\frac{e^{ibt}}{4\cosh^2(t/2)},\qquad t=\frac{u}{kT},\quad b=akT .
\]

The function \(1/[4\cosh^2(t/2)]\) repeats when \(t\) is shifted by \(2\pi i\), while \(e^{ibt}\) acquires the factor \(e^{-2\pi b}\). The integral around the strip between the real axis and the line \(\mathrm{Im}\,t=2\pi\) is thus \((1-e^{-2\pi b})R\). The strip contains one pole, at \(t=i\pi\). With \(t=i\pi+z\), \(\cosh(t/2)=i\sinh(z/2)\), so

\[
\frac{1}{4\cosh^2(t/2)}=-\frac{1}{z^2}+O(1),\qquad e^{ibt}=e^{-\pi b}(1+ibz+\dots).
\]

The residue is \(-ib\,e^{-\pi b}\). Hence

\[
(1-e^{-2\pi b})R=2\pi b\,e^{-\pi b}\quad\Longrightarrow\quad R(a)=\frac{\pi akT}{\sinh(\pi akT)}.
\]

For harmonic \(s\) the frequency in energy is \(a=2\pi s/\hbar\omega_c\), and the argument becomes

\[
\pi akT=sX,\qquad X=\frac{2\pi^2kT}{\hbar\omega_c}.
\]

Disorder and temperature both smear the oscillation over energy. Smearing is a convolution, and a convolution multiplies Fourier components. This is why the two factors appear as a product, each with its own dependence on field.

For a constant width, disorder multiplies harmonic \(s\) of the oscillation by the Dingle factor \(e^{-\pi s/\omega_c\tau}\), and thermal averaging multiplies it by \(sX/\sinh sX\). It remains to include the growth of the background with energy, test the resulting law on a worked case, use it to recover the mass and lifetime, and see what changes when the width itself oscillates.
